\section*{Tensile strain and the direction of ferroelectric polarisation in perovskite films}

\section{A crystal made ferroelectric by strain of either sign}

A model perovskite loses its polarisation at 250 K when it is free of stress. As a film stretched in its plane by 0.5\,\%, it stays ferroelectric up to 378 K; compressed by 0.5\,\%, up to 388 K. At 300 K the free crystal has no spontaneous polarisation, while the stretched film carries 18.6 and the compressed film 20.8 $\mu$C/cm$^2$. If tension suppressed ferroelectricity, the first film could not exist. The two polarisations point in different directions: in the plane under tension, along the film normal under compression.

\section{The counter-example}

\subsection{Energy and boundary conditions}

The film normal is axis 3. The misfit strain $u_m$ is measured from the stress-free cubic lattice and is positive in tension. Polarisation is uniform, and for now the electrodes are ideal and short-circuited, so there is no electric field. The energy density is
\begin{align}
F&=a_1\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}\sum_{i<j}P_i^2P_j^2+\tfrac12\,d\cdot c\,d,\\
a_1&=\frac{T-T_0}{2\varepsilon_0C},\qquad d=u-u^0(P).
\end{align}
Here $c$ is the stiffness matrix, $C$ the Curie constant, and $u^0$ the strain that the crystal would adopt freely at polarisation $P$:
\begin{equation}
\begin{aligned}
u^0_1&=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\\
u^0_2&=Q_{11}P_2^2+Q_{12}(P_1^2+P_3^2),\qquad u^0_6=Q_{44}P_1P_2,
\end{aligned}
\end{equation}
with engineering shear strain $u_6$. The other components follow by permutation.

The substrate fixes $u_1=u_2=u_m$ and $u_6=0$. The remaining strains minimise $F$, so their stresses vanish: $\sigma_3=\sigma_4=\sigma_5=0$. Since $d=s\sigma$, with $s$ the compliance matrix,
\begin{equation}
d_1=s_{11}\sigma_1+s_{12}\sigma_2,\quad d_2=s_{12}\sigma_1+s_{11}\sigma_2,\quad d_6=s_{44}\sigma_6 .
\end{equation}
Adding and subtracting the first two gives $\sigma_1\pm\sigma_2=(d_1\pm d_2)/(s_{11}\pm s_{12})$. The elastic energy is $\frac12(\sigma_1d_1+\sigma_2d_2+\sigma_6d_6)$, and
$\sigma_1d_1+\sigma_2d_2=\frac12[(\sigma_1+\sigma_2)(d_1+d_2)+(\sigma_1-\sigma_2)(d_1-d_2)]$. Hence
\begin{equation}
F_{\rm el}=\frac{(d_1+d_2)^2}{4(s_{11}+s_{12})}+\frac{(d_1-d_2)^2}{4(s_{11}-s_{12})}+\frac{d_6^2}{2s_{44}}.
\label{elastic}
\end{equation}
Write $s_+=s_{11}+s_{12}$ and $q=Q_{11}+Q_{12}$. At $P=0$ the in-plane stress is $\sigma=u_m/s_+$.

\subsection{Parameters}

The round values are $T_0=250$ K, $C=10^5$ K, $a_{11}=3\times10^8$ and $a_{12}=8\times10^8$ J\,m$^5$/C$^4$; $Q_{11}=0.10$, $Q_{12}=-0.035$, $Q_{44}=0.06$ m$^4$/C$^2$; $s_{11}=6.0$, $s_{12}=-1.5$, $s_{44}=8.5$ TPa$^{-1}$. Thus $s_+=4.5$ TPa$^{-1}$ and $q=0.065$ m$^4$/C$^2$. At 300 K, $a_1=2.82\times10^7$ J\,m/C$^2$. In the stress-free crystal $d=0$, and every remaining term in $F$ is non-negative, so $P=0$ is its ground state.

\subsection{Tension}

Take $P$ along $[110]$: $P_1^2=P_2^2=P^2/2$, $P_3=0$. Then $d_1=d_2=u_m-qP^2/2$, $d_6=-Q_{44}P^2/2$ up to a sign that does not matter, and
\begin{equation}
F=a_1P^2+\Bigl(\frac{a_{11}}2+\frac{a_{12}}4\Bigr)P^4
+\frac{(u_m-qP^2/2)^2}{s_+}+\frac{Q_{44}^2P^4}{8s_{44}} .
\end{equation}
Expanding the square and collecting powers,
\begin{align}
F&=\frac{u_m^2}{s_+}+a_1^*P^2+AP^4,\qquad a_1^*=a_1-\frac{q\,u_m}{s_+},\\
A&=\frac{a_{11}}2+\frac{a_{12}}4+\frac{q^2}{4s_+}+\frac{Q_{44}^2}{8s_{44}} .
\label{A}
\end{align}
For $u_m=0.005$ the stress is $0.005/(4.5\times10^{-12})$ Pa $=1.11$ GPa. Multiplied by $q$, it lowers the quadratic coefficient by $7.22\times10^7$, so $a_1^*=-4.40\times10^7$ J\,m/C$^2$. The four terms of $A$ are $1.50$, $2.00$, $2.35$ and $0.53$, in units of $10^8$ J\,m$^5$/C$^4$; they add to $6.38$. Setting $dF/d(P^2)=0$ gives
\begin{equation}
P=\sqrt{\frac{-a_1^*}{2A}}=\sqrt{\frac{4.40\times10^7}{12.76\times10^8}}
=0.186\ \mathrm{C/m^2}=18.6\ \mu\mathrm{C/cm^2}.
\end{equation}
The energy falls from 5.556 MJ/m$^3$ in the unpolarised film to 4.797 MJ/m$^3$. The unpolarised state is therefore not the ground state of the stretched film, although it is that of the free crystal at the same temperature. This is the counter-example.

\subsection{Compression}

With $P$ along the normal, $d_1=d_2=u_m-Q_{12}P_3^2$ and $d_6=0$, so
\begin{align}
F&=a_1P_3^2+a_{11}P_3^4+\frac{(u_m-Q_{12}P_3^2)^2}{s_+}
=\frac{u_m^2}{s_+}+a_3^*P_3^2+BP_3^4,\\
a_3^*&=a_1-\frac{2Q_{12}u_m}{s_+},\qquad B=a_{11}+\frac{Q_{12}^2}{s_+}=5.72\times10^8\ \mathrm{J\,m^5/C^4}.
\end{align}
Both $Q_{12}$ and $u_m=-0.005$ are negative, so their product is positive and the coefficient falls to $a_3^*=-4.95\times10^7$ J\,m/C$^2$. Then $P_3=\sqrt{-a_3^*/(2B)}=0.208$ C/m$^2$, or 20.8 $\mu$C/cm$^2$.

Minimising the full six-strain energy numerically over all three polarisation components gives the same directions, and magnitudes of 18.57 and 20.81 $\mu$C/cm$^2$, equal to the formulas at that precision.

\subsection{Why the sign depends on direction}

The quadratic shifts can be read as work. In-plane stress $\sigma$ acts on the spontaneous strains along both in-plane axes. A polarisation along axis 1 lengthens the crystal along that axis by $Q_{11}P^2$ and shortens it along axis 2 by $|Q_{12}|P^2$. The sum is $qP^2>0$, so tension does positive work and favours this state. A polarisation along the normal shortens both in-plane axes, with sum $2Q_{12}P^2<0$. Tension opposes it; compression favours it.

\section{The general statement}

Within this mean-field model let
\begin{equation}
Q_{12}<0,\qquad Q_{11}+Q_{12}>0,
\label{conditions}
\end{equation}
and let the crystal be elastically stable, so that $s_{11}\pm s_{12}>0$. Define
\begin{equation}
T_{\rm in}=T_0+2\varepsilon_0C\,\frac{q\,u_m}{s_+},\qquad
T_{\rm out}=T_0+4\varepsilon_0C\,\frac{Q_{12}u_m}{s_+}.
\label{temperatures}
\end{equation}
Tension raises $T_{\rm in}$ and lowers $T_{\rm out}$; compression does the reverse. If the quartic coefficients defined below satisfy $A_{\min}>0$, $B>0$ and $D\ge0$, a uniform film has these ground states:
\begin{itemize}
\item for $u_m>0$ and $T_{\rm out}\le T<T_{\rm in}$, polarisation purely in the plane;
\item for $u_m<0$ and $T_{\rm in}\le T<T_{\rm out}$, polarisation purely along the normal;
\item above both temperatures, no polarisation.
\end{itemize}

\subsection{Proof}

Let $p=P_1^2+P_2^2$, $z=P_3^2$, and let $\theta$ be the in-plane angle of $P$ from axis 1. With $S=\sin^22\theta$,
\begin{equation}
P_1^2P_2^2=\frac{p^2S}4,\quad
P_1^4+P_2^4=p^2\Bigl(1-\frac S2\Bigr),\quad
(P_1^2-P_2^2)^2=p^2(1-S).
\end{equation}
The strains in Eq.~(\ref{elastic}) are
\begin{equation}
d_1+d_2=2u_m-qp-2Q_{12}z,\quad
d_1-d_2=-(Q_{11}-Q_{12})(P_1^2-P_2^2),
\end{equation}
and $d_6=-Q_{44}P_1P_2$. The square of the sum, divided by $4s_+$, is
\begin{equation}
\frac{u_m^2}{s_+}-\frac{u_m(qp+2Q_{12}z)}{s_+}
+\frac{q^2p^2+4qQ_{12}pz+4Q_{12}^2z^2}{4s_+}.
\end{equation}
Adding the other elastic terms and the Landau polynomial gives
\begin{equation}
F-\frac{u_m^2}{s_+}=a_1^*p+a_3^*z+A(S)p^2+Bz^2+Dpz,
\label{polynomial}
\end{equation}
with $a_1^*$, $a_3^*$ and $B$ as before, $D=a_{12}+qQ_{12}/s_+$, and
\begin{equation}
\begin{aligned}
A(S)={}&a_{11}\Bigl(1-\frac S2\Bigr)+\frac{a_{12}S}4+\frac{q^2}{4s_+}\\
&+\frac{(Q_{11}-Q_{12})^2(1-S)}{4(s_{11}-s_{12})}+\frac{Q_{44}^2S}{8s_{44}} .
\end{aligned}
\end{equation}
$A(S)$ is linear in $S$, so its least value $A_{\min}$ lies at an end: $S=0$, polarisation along a cube axis, or $S=1$, along $[110]$. Here $A(0)=11.42$ and $A(1)=6.38$, in units of $10^8$ J\,m$^5$/C$^4$, which selects $[110]$ in the uniform film. In the same units $D=2.94$.

The coefficients $a_1^*$ and $a_3^*$ change sign at $T_{\rm in}$ and $T_{\rm out}$. Above both, every term on the right of Eq.~(\ref{polynomial}) is non-negative and $P=0$ is the minimum. If $a_1^*<0\le a_3^*$, dropping non-negative terms leaves
\begin{equation}
F-\frac{u_m^2}{s_+}\ \ge\ a_1^*p+A_{\min}p^2\ \ge\ -\frac{(a_1^*)^2}{4A_{\min}} .
\end{equation}
Equality requires $z=0$, because $Bz^2>0$ otherwise, and $p=-a_1^*/(2A_{\min})$. This is the in-plane state. If $a_3^*<0\le a_1^*$, the same argument with the roles exchanged gives $p=0$ and $z=-a_3^*/(2B)$. This proves the statement.

\subsection{The size of the effect and its limits}

For the parameters above, Eq.~(\ref{temperatures}) gives slopes of $+256$ and $-275$ K per per cent of misfit. At $+0.5\,\%$, $T_{\rm in}=378$ K and $T_{\rm out}=112$ K; at $-0.5\,\%$, they are 122 and 388 K. Numerical minimisation at misfits of $\pm0.5$ and $\pm1\,\%$ brackets the transition: the polarisation exceeds 2 $\mu$C/cm$^2$ at 2 K below the predicted temperature and is less than 0.1 $\mu$C/cm$^2$ at 2 K above it.

At fixed $T>T_0$ a small misfit is not enough. At 300 K the slopes must supply 50 K, which requires $u_m>50/256=0.195\,\%$ or $u_m<-50/275=-0.182\,\%$. Between these values the film is paraelectric.

Below $T_0$ and near zero misfit, both starred coefficients are negative and the clean choice between directions is lost. At 200 K and $u_m=0$, for example, $a_1^*=a_3^*=-2.82\times10^7$ J\,m/C$^2$. The in-plane state would have $p=0.022$ C$^2$/m$^4$, and the coefficient of a small added $z$ would be $a_3^*+Dp=-2.2\times10^7$ J\,m/C$^2$. Being negative, it makes the film develop a normal component as well.

The conditions (\ref{conditions}) matter. Let $Q_{12}=-0.12$ m$^4$/C$^2$, all other parameters unchanged, so that $q=-0.02$ m$^4$/C$^2$. Tension now raises both $a_1^*$ and $a_3^*$. At 240 K, numerical minimisation gives 8.1 $\mu$C/cm$^2$ at zero misfit and zero at $+0.5\,\%$. For such a crystal this tension does suppress ferroelectricity.

\section{What a measurement along the normal sees}

The claim that tension suppresses ferroelectricity is correct for one component. At 200 K, hold $P$ along the normal by setting $P_1=P_2=0$. The equilibrium polarisation is 15.7 $\mu$C/cm$^2$ at zero misfit and vanishes at $+0.5\,\%$, as it must, because $T_{\rm out}=112$ K. Without that constraint the same stretched film has 28.1 $\mu$C/cm$^2$ in its plane.

A parallel-plate capacitor responds to $P_3$. A normal field $E_3$ adds $-E_3P_3$ to the energy, and $\partial F/\partial P_3=E_3$ gives
\begin{equation}
E_3=2P_3\,(a_3^*+Dp+2BP_3^2).
\end{equation}
For small $E_3$ the last term is negligible and $p$ keeps its zero-field value, since it changes only at order $P_3^2$. The relative susceptibility is then
\begin{equation}
\chi_{33}=\frac{1}{2\varepsilon_0(a_3^*+Dp)} .
\end{equation}
At 300 K and $+0.5\,\%$, $a_3^*=10.60\times10^7$ and $Dp=2.94\times10^8\times0.0345=1.01\times10^7$ J\,m/C$^2$, so $\chi_{33}=486$. A field of 0.20 MV/cm induces $P_3=8.1$ $\mu$C/cm$^2$, and $P_3$ returns to zero when the field is removed. In the compressed film, already polarised along the field, the same field raises $P_3$ to 27.4 $\mu$C/cm$^2$, and 20.8 remain afterwards. The stretched film thus looks like an ordinary dielectric to this measurement while it is polarised in its plane. A normal field can weaken that polarisation but cannot choose its direction; electrodes that apply an in-plane field can.

\section{What the ideal film leaves out}

The film is now given a thickness $h=50$ nm, and each effect is sized separately at 300 K.

\paragraph{Imperfect electrodes.} Screening charge sits at an effective distance $\lambda$ from the film surface, which costs a voltage $\lambda P_3/\varepsilon_0$ at each electrode. In short circuit $E_3h+2\lambda P_3/\varepsilon_0=0$, so $E_3=-2\lambda P_3/(\varepsilon_0h)$. Inserted in the equilibrium condition, this replaces $a_3^*$ by $a_3^*+\lambda/(\varepsilon_0h)$. With $\lambda=0.01$ nm the addition is $2.26\times10^7$ J\,m/C$^2$. If the compressed film stays uniform, its normal polarisation falls from 20.8 to 15.3 $\mu$C/cm$^2$ and its transition by 40 K. Stripes of alternating normal polarisation, not treated here, reduce this cost and may have lower energy even at 50 nm; they can also set in above the transition of the uniform state, so 40 K is an upper bound on the shift. The film would then have no net polarisation without a field. The uniform normal state disappears below $h=\lambda/(\varepsilon_0|a_3^*|)=23$ nm. Uniform in-plane polarisation puts no bound charge on these electrodes and escapes this penalty.

\paragraph{Domains.} Let alternate domains, much narrower than the film thickness, be polarised along the directions $+1$ and $-2$, with in-plane strains $(u_m+\delta,u_m-\delta)$ and $(u_m-\delta,u_m+\delta)$. Their mean is $u_m$, and both give the same length along $[110]$, so they fit together across walls containing that direction and the normal. The polarisation component perpendicular to these walls is the same on both sides, so the walls carry no bound charge. Choosing $\delta=(Q_{11}-Q_{12})P^2/2$ makes $d_1=d_2$. The quartic coefficient becomes $a_{11}+q^2/(4s_+)=5.35\times10^8$ J\,m$^5$/C$^4$, below $A$. With wall energy neglected, this laminate has 20.3 $\mu$C/cm$^2$ in each domain and 4.651 MJ/m$^3$, less than the uniform state's 4.797. The uniform $[110]$ film is thus not the lowest state if domain walls and the strain mismatch at the substrate cost nothing. In a 50 nm film these costs can be as large as the gain, so either state may be the lower one. The polarisation still lies in the plane, and the onset is still $T_{\rm in}$ because $a_1^*$ is unchanged. A scan of mixtures of in-plane and normal domains with equal $|P|$ found none that improves on these states at $\pm0.5\,\%$.

\paragraph{Higher order and heating.} A term $a_{111}\sum_iP_i^6$ with the rough value $a_{111}=2\times10^9$ J\,m$^9$/C$^6$ lowers the polarisation to 18.2 $\mu$C/cm$^2$ in tension and 19.1 in compression. A thermal-expansion mismatch of $3\times10^{-6}$ K$^{-1}$ changes the misfit by 0.023\,\% between 300 K and $T_{\rm in}$, which moves $T_{\rm in}$ by about 6 K.

\paragraph{Dislocations.} This omission can remove the polarisation altogether. In an isotropic estimate with shear modulus $\mu$ and Poisson ratio $\nu$, a residual strain $\epsilon$ stores $2\mu h\epsilon^2(1+\nu)/(1-\nu)$ per unit area. Two crossed arrays of edge dislocations, with Burgers vector $b$ and $\rho$ lines per unit length each, leave $\epsilon=|u_m|-\rho b$ and cost $2\rho\mu b^2L/[4\pi(1-\nu)]$, where $L=\ln(h/b)+1$. Setting the derivative of the total with respect to $\rho$ to zero,
\begin{equation}
-\frac{4\mu h\epsilon b(1+\nu)}{1-\nu}+\frac{\mu b^2L}{2\pi(1-\nu)}=0
\quad\Rightarrow\quad \epsilon=\frac{bL}{8\pi(1+\nu)h}.
\end{equation}
With $b=0.39$ nm and $\nu=0.25$, a misfit of 0.5\,\% is stable against dislocations up to about 11 nm in the unpolarised film. Polarisation relieves part of the stress, so for the polarised states at 300 K, with ideal electrodes, the limit is 15 to 17 nm. The cubic anisotropy of the compliances above raises the line energy by 19\,\% and adds a further 3 to 4 nm. At 50 nm the equilibrium strain is about 0.15\,\% in the isotropic estimate and 0.17\,\% with the anisotropic line energy, inside the paraelectric window for either sign but close to its edges. These numbers also shift with the assumed energy of the dislocation core, which sets the constant in $L$. With the anisotropic line energy and a constant of 2 in place of 1, the strain exceeds 0.2\,\% and, with ideal electrodes, 3 to 7 $\mu$C/cm$^2$ survive. At 50 nm the example therefore needs a film whose strain is retained because dislocations form or move slowly. A stretched film thinner than about 11 nm avoids this requirement, and one thinner than about 35 nm keeps an equilibrium strain above 0.195\,\%, so it stays polarised, more weakly, even when fully relaxed. A uniformly polarised compressed film does not avoid it, because it needs at least 23 nm with these electrodes. The striped state may survive in thinner films.

\paragraph{The real case.} The parameters are rough values in the regime of mixed barium strontium titanate, whose bulk transition temperature is set by the barium content. That a 50 nm film stays coherent at 0.5\,\% misfit is a favourable assumption, not a guaranteed outcome: full relaxation to the equilibrium strain of about 0.15\,\% estimated above would take the polarisation at 300 K from about 20 $\mu$C/cm$^2$ to zero, or to a few $\mu$C/cm$^2$ if the dislocation line energy is somewhat higher than assumed. Barium-rich compositions also have a discontinuous transition, and strontium-rich ones have rotations of the oxygen octahedra at low temperature; this model contains neither. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
T0 250 K, Curie constant 1.0e+05 K, T of use 300 K
a11 3.0e+08, a12 8.0e+08 J m^5/C^4
Q11 0.1, Q12 -0.035, Q44 0.06 m^4/C^2
s11 6.0, s12 -1.5, s44 8.5 1/TPa
misfit +/-0.5 %, thickness 50 nm
in-plane stress at P=0, magnitude: 1.11 GPa
a1 stress-free at T of use: 2.82 1e7 J m/C^2
tension: a1* -4.40, a3* 10.60 1e7 J m/C^2
compression: a1* 10.05, a3* -4.95 1e7 J m/C^2
a11* 11.42, a33* 5.72 1e8 J m^5/C^4
a12* 2.66, a13* 2.94 1e8 J m^5/C^4
A for P along [110]: 6.38 1e8 J m^5/C^4
T_in slope: 255.8 K per % misfit
T_out slope: -275.5 K per % misfit
tension: T_in 377.9 K, T_out 112.3 K
compression: T_in 122.1 K, T_out 387.7 K
paraelectric window at T of use: -0.182 to 0.195 %
tension, in-plane P, formula: 18.57 uC/cm2
tension, in-plane P, direct: 18.57 uC/cm2
compression, normal P, formula: 20.81 uC/cm2
compression, normal P, direct: 20.81 uC/cm2
counter-case: Q12 -0.12 m^4/C^2, T 240 K
counter-case P: no misfit 8.15, tension 0.00 uC/cm2
P forced normal, 200 K: no misfit 15.7, tension 0.0 uC/cm2
free P in tension, 200 K, in-plane: 28.1 uC/cm2
capacitor test field: 0.20 MV/cm
tension P3: field on 8.11, off 0.00 uC/cm2
compression P3: field on 27.42, off 20.81 uC/cm2
tension, normal relative susceptibility: 486
screening length per electrode: 0.010 nm
normal P with incomplete screening: 15.35 uC/cm2
depolarising field: 0.069 MV/cm
T_out lowered by depolarisation: 40.0 K
least thickness for uniform normal P: 22.8 nm
a1/a2 laminate P in each domain: 20.28 uC/cm2
energy densities below in MJ/m3, clamped elastic energy included
unpolarised film: 5.556 MJ/m3
tension, uniform [110]: 4.797 MJ/m3
tension, a1/a2 laminate: 4.651 MJ/m3
tension, best c/a laminate: 5.132 MJ/m3
tension, its a-domain fraction: 1.00
compression, uniform normal P: 4.483 MJ/m3
compression, best c/a a-domain fraction: 0.00
sixth-order coefficient: 2.0 1e9 J m^9/C^6
P with sixth order: tension 18.22, compression 19.07 uC/cm2
expansion mismatch: 3.0 1e-6/K
thermal strain to T_in 0.023 %, shift of T_in 6.0 K
Burgers vector 0.39 nm, Poisson ratio 0.25
equilibrium critical thickness: 10.7 nm
equilibrium residual strain at film thickness: 0.145 %
\end{verbatim}
